# Translational partition function per site of a mobile adsorbed molecule

**Situation.** In chemical vapour deposition a molecule may be held weakly on the surface and move along it before it reacts or leaves. Take a molecule of mass \(m=62\) atomic mass units (u) at \(T=800\) K on a surface with site area \(A=0.15\ \text{nm}^2\). The sites form a square lattice of spacing \(a=\sqrt A=0.387\) nm. Only the two translations along the surface are counted; motion normal to the surface, rotation, internal vibration and electronic states are separate factors. Until part (d) the surface potential is flat and its value is the zero of energy.

The partition function per site, \(q\), is that of one molecule on a terrace of \(M\) sites, divided by \(M\), for large \(M\). The molecule is not confined to one site.

## (a) Derive \(q\) from the energy levels

**Question.** Use a square terrace of side \(L\), with \(L^2=MA\) and periodic boundary conditions. Express \(q\) through \(A\) and the thermal wavelength \(\Lambda=h/\sqrt{2\pi mkT}\), and find the error made in replacing the sum over levels by an integral.

**Answer.** Periodicity allows the momenta \(p_x=hn_x/L\) and \(p_y=hn_y/L\) with integer \(n_x,n_y\), so

\[
E=\frac{h^2(n_x^2+n_y^2)}{2mL^2}.
\]

Since \(h^2/(2mkT)=\pi\Lambda^2\), the Boltzmann factor is \(\exp[-\pi t(n_x^2+n_y^2)]\) with \(t=\Lambda^2/L^2\). It is a product of a factor in \(n_x\) and an equal factor in \(n_y\), hence

\[
Z=S^2,\qquad S=\sum_{n=-\infty}^{\infty}e^{-\pi t n^2}.
\]

To evaluate \(S\), consider \(f(x)=\sum_n e^{-\pi t(n+x)^2}\), which has period 1. Its Fourier coefficients are

\[
c_j=\int_0^1 f(x)e^{-2\pi i jx}dx=\int_{-\infty}^{\infty}e^{-\pi t y^2-2\pi i jy}dy=\frac{1}{\sqrt t}\,e^{-\pi j^2/t}.
\]

The second form follows because the shifted unit intervals join to cover the whole line; the last follows by completing the square. Setting \(x=0\) in the Fourier series gives

\[
S=\sum_j c_j=\frac{L}{\Lambda}\left(1+2e^{-\pi L^2/\Lambda^2}+\dots\right).
\]

The first term is the integral \(\int e^{-\pi tn^2}dn\). The relative error of keeping it alone is about \(2e^{-\pi L^2/\Lambda^2}\) in \(S\) and twice that in \(Z\), negligible once \(L\) is several times \(\Lambda\). Then \(Z=L^2/\Lambda^2=MA/\Lambda^2\), and

\[
q=\frac ZM=\frac{A}{\Lambda^2}=\frac{2\pi mkT\,A}{h^2}.
\]

## (b) Evaluate and interpret

**Question.** Show that \(q\) is about 2400. What does this number count, and why must the mass unit be stated?

**Answer.** With \(m=1.0295\times10^{-25}\) kg and \(kT=1.1045\times10^{-20}\) J,

\[
\frac{1}{\Lambda^2}=\frac{2\pi mkT}{h^2}=\frac{7.1449\times10^{-45}}{4.3905\times10^{-67}}\ \text{m}^{-2}=1.627\times10^{22}\ \text{m}^{-2}.
\]

This is 16274 per nm², so

\[
q=16274\times0.15=2441\approx2400.
\]

An explicit sum over the levels of a terrace of \(5\times5\) sites also gives 2441 per site.

For a reading of the number, count the states with energy below \(kT\). Their momenta fill a disk of area \(\pi p^2=2\pi mkT\), and each state takes up \(h^2\) of phase space. The number per site is therefore \(2\pi mkT\,A/h^2=q\). The wavelength, \(\Lambda=0.00784\) nm, is about 49 times smaller than the site width, and \(49.41^2=2441\).

"Atomic units" of mass could also mean electron masses. With 62 electron masses the same formula gives 1.34, so the stated result requires atomic mass units. At fixed values of the other two quantities, \(q\) is proportional to each of \(m\), \(T\) and \(A\).

## (c) Does a boundary matter?

**Question.** Replace the periodic boundary by hard walls around a square of \(s\times s\) sites. Find \(q\) per site for \(s=1\) and \(s=20\).

**Answer.** For width \(W=sa\), the standing waves have \(E=h^2j^2/(8mW^2)\) along each axis, with \(j=1,2,\dots\) The exponent is \(-\pi j^2\Lambda^2/(4W^2)\), which is the form of part (a) with \(L\) replaced by \(2W\). The sum over positive \(j\) is half of the full sum without its \(j=0\) term:

\[
\sum_{j\ge1}e^{-\pi j^2\Lambda^2/4W^2}\simeq\frac12\left(\frac{2W}{\Lambda}-1\right)=\frac W\Lambda-\frac12 .
\]

Squaring and dividing by \(s^2\) gives

\[
q_{\rm wall}=\frac{1}{s^2}\left(\frac{sa}{\Lambda}-\frac12\right)^2=q\left(1-\frac{\Lambda}{2sa}\right)^2 .
\]

For \(s=1\) this is \((49.41-0.5)^2\approx2392\), 2% below the free value. For \(s=20\) it is 2439, lower by 0.1%. The correction vanishes as the terrace grows, in agreement with the definition of \(q\).

## (d) A corrugated surface

**Question.** Let the potential be

\[
V=\frac{V_0}{2}\left[2-\cos\frac{2\pi x}{a}-\cos\frac{2\pi y}{a}\right].
\]

Find the classical partition function per site, \(q_h\), with energies measured from the site minimum. Examine weak and strong corrugation, and evaluate \(q_h\) for rough barriers of 0.05, 0.10 and 0.20 eV.

**Answer.** The minimum \(V=0\) is at the origin. The saddle to the next site, at \((a/2,0)\), has \(V=V_0\), so \(V_0\) is the barrier to hopping. Each momentum integral is \(\sqrt{2\pi mkT}=h/\Lambda\), and the potential is a sum of an \(x\) part and a \(y\) part. Therefore

\[
q_h=\frac1{\Lambda^2}\left[\int_0^a e^{-b[1-\cos(2\pi x/a)]}dx\right]^2,\qquad b=\frac{V_0}{2kT}.
\]

With \(\varphi=2\pi x/a\) and the modified Bessel function \(I_0(b)=\frac1{2\pi}\int_0^{2\pi}e^{b\cos\varphi}d\varphi\), the bracket is \(a\,e^{-b}I_0(b)\), and

\[
q_h=q\left[e^{-b}I_0(b)\right]^2 .
\]

*Weak corrugation.* To first order in \(b\), \(e^{-b}I_0(b)\approx1-b\), so \(q_h\approx q(1-V_0/kT)\), which returns to \(q\) as \(V_0\to0\).

*Strong corrugation.* For \(b\gg1\) the integrand is concentrated near \(\varphi=0\), where \(1-\cos\varphi\approx\varphi^2/2\). Then

\[
e^{-b}I_0(b)\approx\frac1{2\pi}\int_{-\infty}^{\infty}e^{-b\varphi^2/2}d\varphi=\frac1{\sqrt{2\pi b}},\qquad
q_h\approx\frac{q}{2\pi b}=\frac{2mA(kT)^2}{h^2V_0}.
\]

Near the minimum, \(V\approx\pi^2V_0(x^2+y^2)/a^2\). Equating this to \(\tfrac12m(2\pi\nu)^2(x^2+y^2)\) gives \(\nu=\sqrt{V_0/2m}/a\). The strong-corrugation result is thus \((kT/h\nu)^2\), the classical value for two vibrations within the site.

*Numbers.* Here \(kT=0.06894\) eV.

| \(V_0\) (eV) | \(q_h\) | \(q_h/q\) |
|---|---|---|
| 0.05 | 1262 | 0.517 |
| 0.10 | 738 | 0.302 |
| 0.20 | 343 | 0.141 |

Diagonalizing the quantum Hamiltonian with periodic conditions over one cell reproduces these values to within 0.1%. At 0.10 eV the vibration formula gives 536, which is 27% below 738: the barrier is only about 1.5 \(kT\), too low for the harmonic limit.

The energy zero matters. The average of \(V\) over a cell is \(V_0\). Measured from that average, the partition function is \(q_he^{V_0/kT}=qI_0(b)^2\), which at 0.10 eV is \(738\times4.27\approx3150\), above the free value. An adsorption energy used together with \(q_h\) must therefore refer to the site minimum.

## (e) Other molecules and a finite stay

**Question.** Treat the molecules as hard disks of rough diameter \(d=0.45\) nm at coverage \(\theta=0.01\) per site on the flat surface. How does \(q\) enter the coverage, and how large is the excluded-area correction? Are quantum statistics needed? Estimate the effect of a finite residence time, assuming a rough well depth of 0.3 eV and an attempt rate of \(10^{13}\ \text{s}^{-1}\).

**Answer.** Let \(f\) be the average fraction of the surface on which the centre of one more disk can be placed. Adding a molecule to \(N\) others multiplies the configuration integral by \(MAf\), the momentum factor by \(1/\Lambda^2\), and changes \(1/N!\) to \(1/(N+1)!\). Hence

\[
\frac{Z_{N+1}}{Z_N}=\frac{Mqf}{N+1}=e^{-\mu/kT}\quad\Rightarrow\quad\theta=\frac NM\approx qf\,e^{\mu/kT}
\]

for large \(N\), where \(\mu\) is the chemical potential measured from the flat potential, with the other molecular factors left out. At fixed \(\mu\) and low coverage, the coverage is proportional to \(q\).

Each disk forbids a circle of radius \(d\) to other centres. To first order in the density \(n=\theta/A\), overlaps of these circles are ignored:

\[
f\approx1-n\pi d^2=1-\frac{0.01}{0.15}\,\pi(0.45)^2=0.958 .
\]

Random insertion of a further disk among ten disks in equilibrium at this density gives 0.958 as well. The correction to \(q\) is thus about 4%, and it grows with coverage.

Quantum statistics matter when \(n\Lambda^2\) approaches 1. Here it is \(4\times10^{-6}\), so they are negligible.

With an Arrhenius desorption rate, which is an assumption here, the residence time is

\[
\tau=10^{-13}\ \text{s}\times e^{0.3/0.06894}\approx8\ \text{ps}.
\]

The resulting energy width \(\hbar/\tau\) is about \(10^{-3}kT\), too small to alter the Boltzmann sum appreciably. The mean speed in two dimensions is

\[
\bar v=\frac{\int_0^\infty v^2e^{-mv^2/2kT}dv}{\int_0^\infty v\,e^{-mv^2/2kT}dv}=\sqrt{\frac{\pi kT}{2m}}=411\ \text{m/s},
\]

so the path travelled is about 3 nm, or eight site widths. This is for straight flight over a flat surface. Both figures scale inversely with the attempt rate, and \(10^{13}\ \text{s}^{-1}\) is high for a mobile molecule of this mass, whose rate is set by its vibration normal to the surface: a Morse well 0.3 eV deep with range parameter 1 to 2 Å\(^{-1}\) gives 1.5 to 3 THz, a stay of 30 to 60 ps and a path of 30 to 60 site widths. Friction shortens the net displacement, and for a stay as short as 8 ps, barriers of a few \(kT\) would make many molecules leave the surface before reaching a second site; for a longer stay fewer would. Whether the molecule reaches thermal equilibrium with the surface in so short a time is not settled by this estimate.

## (f) Comparison with a real case

**Question.** Relate the model to disilane on Si(100), and name the assumption that most affects the number.

**Answer.** Disilane, Si₂H₆, is a precursor for silicon growth, and 800 K lies within the range in which it is used. Its mass is 62.22 u. A lattice constant of 0.543 nm gives a \(1\times1\) surface cell of \(0.543^2/2=0.1474\ \text{nm}^2\). These values give \(q=2408\). The lattice constant is a room-temperature value, and thermal expansion to 800 K (about 0.544 nm) raises \(q\) to about 2417, so rounding the data changed the result by about 1%. The choice of site matters more: the clean surface forms dimers, and counting one site per dimer doubles \(A\) and therefore \(q\).

Of the assumptions tested here, the flat potential can change the number most. The assumed barriers of 0.05 to 0.20 eV lower \(q\), measured from the site minimum, by factors of about 2 to 7. Measured from the cell average they raise it instead, by factors of 1.07 to 2.6, so on that zero only the largest barrier outweighs the factor 2 from the choice of site. At 0.20 eV the potential maxima, \(2V_0=0.40\) eV, exceed a well depth of 0.3 eV counted from the site minimum; that region carries about 1% of \(q_h\). They are illustrative values, as are the well depth and disk diameter, and the real potential on rows of dimers is not the square one used in (d). Disilane can also react with the surface, which ends the mobile state and may shorten the stay estimated in (e). The value 2400 therefore describes the ideal mobile limit, and a rate calculation for the real surface needs its actual potential. The numerical output below lists the values used.

## Computed values

```
mass: 62 u = 1.0295e-25 kg
temperature: 800 K
site area: 0.15 nm2; site width: 0.3873 nm
kT: 1.1045e-20 J = 0.06894 eV
2 pi m k T: 7.1449e-45 kg2 m2/s2
h squared: 4.3905e-67 J2 s2
thermal wavelength: 0.007839 nm
site width / wavelength: 49.41
thermal states per area: 16274 per nm2
q per site, formula: 2441.0
q per site, level sum on 5x5 sites: 2441.0
q per site, phase-space quadrature: 2441.0
mean energy from level sum / kT: 1.000000
q if mass were 62 electron masses: 1.34
q, hard-walled box of one site: 2391.9
q per site, hard-walled 20x20 terrace: 2438.6
disilane mass, less rounded: 62.22 u
silicon lattice constant used: 0.543 nm
Si(100) 1x1 cell: 0.1474 nm2
q with less rounded mass and cell: 2408
barrier 0.05 eV: q classical 1261.6, quantum 1261.6, ratio to free 0.517
barrier 0.10 eV: q classical 738.4, quantum 738.3, ratio to free 0.302
barrier 0.20 eV: q classical 343.2, quantum 343.1, ratio to free 0.141
well frequency at 0.10 eV barrier: 0.720 THz
harmonic q at 0.10 eV barrier: 536
deep-well test, 2 eV: harmonic 26.78, quantum 27.18
coverage: 0.01 per site; disk diameter: 0.45 nm
free area fraction, formula: 0.9576
free area fraction, random insertion: 0.9581
density x wavelength squared: 4.10e-06
mean 2D speed: 411 m/s
rough well depth: 0.3 eV; attempt rate: 1e+13 1/s
residence time: 7.8 ps
path length in residence time: 3.2 nm
lifetime energy width / kT: 1.2e-03
```
